# Powder absorption pattern of silicon dangling bonds with an axial g tensor

A silicon dangling bond is an unpaired electron in an orbital that points out of a threefold-coordinated silicon atom. Consider many such centres in a sample of randomly oriented silicon grains with oxidized surfaces. A magnetic resonance spectrometer holds the microwave frequency \(\nu\) fixed, sweeps the static field \(B\), and records the absorbed power. The microwave field is linearly polarized, perpendicular to the static field, and weak enough not to disturb the thermal populations.

Each centre has spin \(S=1/2\) and the Hamiltonian

\[
H=\mu_B\,\mathbf B\cdot\mathsf g\cdot\mathbf S ,
\]

where \(\mathbf S\) is in units of \(\hbar\) and \(\mu_B\) is the Bohr magneton, taken positive. The tensor \(\mathsf g\) is symmetric and axial: its principal value is \(g_\parallel\) along the orbital axis and \(g_\perp\) for every direction across it, with both positive and \(g_\parallel\neq g_\perp\). All centres share these two values, and their axes are distributed isotropically. Interactions between centres are left out throughout, those with nuclear spins until part (g), and the line of a single centre is infinitely sharp until part (f).

## (a) At what field does one centre absorb?

**Question.** Let \(\theta\) be the angle between the static field and the axis of the centre. Find the resonance field.

**Solution.** Take \(z\) along the axis of the centre and let the field lie in the \(xz\) plane, \(\mathbf B=B\,\mathbf b\) with \(\mathbf b=(\sin\theta,0,\cos\theta)\). Then

\[
\mathsf g\cdot\mathbf b=(g_\perp\sin\theta,\;0,\;g_\parallel\cos\theta)=g\,\mathbf k ,
\]

where \(\mathbf k\) is a unit vector and \(g\) is the length

\[
g^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .
\]

The Hamiltonian is therefore \(H=g\mu_BB\,\mathbf k\cdot\mathbf S\). The component of a spin 1/2 along any unit vector has eigenvalues \(\pm1/2\), so the levels are \(\pm\tfrac12 g\mu_BB\) and their separation is \(g\mu_BB\). Resonance requires \(h\nu=g\mu_BB\), or

\[
B(\theta)=\frac{h\nu}{g(\theta)\,\mu_B}.
\]

The two extreme fields are

\[
B_\parallel=\frac{h\nu}{g_\parallel\mu_B}\quad(\theta=0),\qquad
B_\perp=\frac{h\nu}{g_\perp\mu_B}\quad(\theta=90^\circ).
\]

Since \(g^2\) is a weighted mean of \(g_\parallel^2\) and \(g_\perp^2\), every other orientation resonates between them. A larger \(g\) means a lower field.

## (b) What fraction of the centres resonates between \(B_\perp\) and \(B\)?

**Solution.** For isotropic axes, the fraction with angle between \(\theta\) and \(\theta+d\theta\) is the area of a band on the unit sphere divided by the whole area, \(2\pi\sin\theta\,d\theta/4\pi\). The angles \(\theta\) and \(180^\circ-\theta\) give the same resonance field, so use \(u=|\cos\theta|\). Two bands contribute to each \(u\), and together they hold the fraction

\[
2\times\tfrac12\sin\theta\,|d\theta|=|du| .
\]

Thus \(u\) is uniformly distributed on \([0,1]\).

In terms of \(u\), the effective g value obeys \(g^2=g_\perp^2+(g_\parallel^2-g_\perp^2)u^2\). Each g value is \(h\nu/\mu_B\) divided by its field, and the common factor cancels:

\[
\frac1{B^2}=\frac1{B_\perp^2}+\left(\frac1{B_\parallel^2}-\frac1{B_\perp^2}\right)u^2 .
\tag{1}
\]

Solving for \(u^2\),

\[
u^2=\frac{B_\perp^2-B^2}{B^2B_\perp^2}\;\frac{B_\parallel^2B_\perp^2}{B_\perp^2-B_\parallel^2}
=\frac{B_\parallel^2}{B^2}\,\frac{B^2-B_\perp^2}{B_\parallel^2-B_\perp^2}.
\]

The field moves steadily from \(B_\perp\) to \(B_\parallel\) as \(u\) goes from 0 to 1. The centres resonating between \(B_\perp\) and \(B\) are therefore those with a smaller value of \(|\cos\theta|\) than \(u(B)\). Because \(u\) is uniform, their fraction is \(u(B)\) itself:

\[
u(B)=\frac{B_\parallel}{B}\sqrt{\frac{B^2-B_\perp^2}{B_\parallel^2-B_\perp^2}} .
\tag{2}
\]

It is 0 at \(B_\perp\) and 1 at \(B_\parallel\), in either order of the two fields.

## (c) Find the density of resonance fields.

**Solution.** The density is \(p(B)=|du/dB|\), so that \(p\,dB\) is the fraction resonating in \(dB\). Write the square of (2) as

\[
u^2=\frac{B_\parallel^2}{B_\parallel^2-B_\perp^2}\left(1-\frac{B_\perp^2}{B^2}\right)
\]

and differentiate both sides with respect to \(B\):

\[
2u\frac{du}{dB}=\frac{B_\parallel^2}{B_\parallel^2-B_\perp^2}\,\frac{2B_\perp^2}{B^3}.
\]

Take first \(B_\parallel>B_\perp\). Dividing by \(2u\) and inserting (2),

\[
\frac{du}{dB}=\frac{B_\parallel^2B_\perp^2}{B^3(B_\parallel^2-B_\perp^2)}
\cdot\frac{B}{B_\parallel}\sqrt{\frac{B_\parallel^2-B_\perp^2}{B^2-B_\perp^2}} .
\]

One power of \(B\), one of \(B_\parallel\) and one square root cancel, which leaves

\[
p(B)=\frac{B_\parallel B_\perp^2}{B^2\sqrt{(B^2-B_\perp^2)(B_\parallel^2-B_\perp^2)}}
\tag{3}
\]

between \(B_\perp\) and \(B_\parallel\), and zero outside. If \(B_\parallel<B_\perp\), then \(du/dB\) is negative, both differences under the root are negative, and their product is positive. Taking the absolute value gives (3) again. The area under \(p\) is 1, because \(u\) runs from 0 to 1.

## (d) How does the density behave at its two ends, and why do they differ?

**Solution.** At the parallel end the two factors under the root are equal, and

\[
p(B_\parallel)=\frac{B_\perp^2}{B_\parallel\,|B_\parallel^2-B_\perp^2|} .
\tag{4}
\]

This is finite. Beyond \(B_\parallel\) no centre resonates, so the density drops to zero in a step.

At the perpendicular end put \(x=|B-B_\perp|\). To leading order in \(x\), \(|B^2-B_\perp^2|=|B-B_\perp|(B+B_\perp)\approx2B_\perp x\), and the other factors take their values at \(B_\perp\):

\[
p\approx\frac{C}{\sqrt x},\qquad
C=\frac{B_\parallel}{\sqrt{2B_\perp|B_\parallel^2-B_\perp^2|}} .
\tag{5}
\]

The density diverges, but the fraction of centres within a distance \(\varepsilon\) of \(B_\perp\) is finite:

\[
\int_0^\varepsilon\frac{C}{\sqrt x}\,dx=2C\sqrt\varepsilon .
\]

The difference comes from how fast the resonance field moves with orientation. Differentiating (1) gives

\[
\frac{dB}{du}=B^3\,\frac{B_\parallel^2-B_\perp^2}{B_\parallel^2B_\perp^2}\,u .
\]

At \(u=0\) this vanishes: a whole range of orientations near the equatorial plane resonates at nearly the same field. At \(u=1\) it does not vanish. Seen as a function of angle, \(B(\theta)\) is stationary at both ends, since \(dB/d\theta\) contains \(\sin\theta\cos\theta\). At \(\theta=0\), however, the available solid angle, proportional to \(\sin\theta\,d\theta\), vanishes at the same rate, and the ratio stays finite. Few axes point along the field and many lie across it.

**Small anisotropy.** Let \(\Delta B=|B_\parallel-B_\perp|\) be much smaller than either field. Then \(|B_\parallel^2-B_\perp^2|\approx2B_\perp\Delta B\), and \(dB/du\approx2(B_\parallel-B_\perp)u\) integrates to

\[
x\approx\Delta B\,u^2,\qquad p\approx\frac1{2\sqrt{\Delta B\,x}}\quad(0<x<\Delta B).
\tag{6}
\]

The inverse square root now describes the whole pattern, and the density at the step is \(1/(2\Delta B)\), half the density of a uniform distribution over the same width.

**Order of the g values.** For \(g_\parallel<g_\perp\), as in these silicon dangling bonds, \(B_\parallel>B_\perp\): the singularity is at low field and the step at high field. For \(g_\parallel>g_\perp\) they change sides. If \(g_\parallel\to g_\perp\), the pattern shrinks to a single sharp line.

## (e) Does the absorption strength move these features?

**Solution.** The absorbed power also depends on the transition moment. Let the microwave field point along a unit vector \(\mathbf b_1\perp\mathbf b\). It couples to the spin through \(\mathbf v\cdot\mathbf S\), with \(\mathbf v=\mathsf g\cdot\mathbf b_1\) in units of \(\mu_B\) times the microwave amplitude. The part of \(\mathbf v\) along \(\mathbf k\) is diagonal in the two states. The part \(\mathbf v_t\) transverse to \(\mathbf k\) connects them with a matrix element of size \(|\mathbf v_t|/2\), so the squared moment is \(|\mathbf v_t|^2/4\).

For a given \(\theta\), the centres are distributed uniformly in azimuth about the static field. This is equivalent to averaging \(\mathbf b_1\) over the plane perpendicular to \(\mathbf b\), spanned by

\[
\mathbf e_1=(\cos\theta,0,-\sin\theta),\qquad \mathbf e_2=(0,1,0).
\]

For \(\mathbf e_2\), \(\mathbf v=(0,g_\perp,0)\) is perpendicular to \(\mathbf k\), so \(|\mathbf v_t|^2=g_\perp^2\). For \(\mathbf e_1\), \(\mathbf v=(g_\perp\cos\theta,0,-g_\parallel\sin\theta)\), and

\[
|\mathbf v_t|=|\mathbf k\times\mathbf v|
=\frac{g_\parallel g_\perp\cos^2\theta+g_\perp g_\parallel\sin^2\theta}{g}
=\frac{g_\parallel g_\perp}{g}.
\]

The cross term averages to zero and each square has weight 1/2. The mean squared moment is

\[
w=\frac14\cdot\frac12\left(g_\perp^2+\frac{g_\parallel^2g_\perp^2}{g^2}\right)
=\frac{g_\perp^2}{8}\left(1+\frac{g_\parallel^2}{g^2}\right).
\]

A second factor arises because the transition rate contains a delta function in energy, while the spectrum is a function of field. For fixed orientation,

\[
\delta(h\nu-g\mu_BB)=\frac{1}{g\mu_B}\,\delta\big(B-B(u)\big).
\]

Integrating over the uniform variable \(u\) gives the absorption

\[
A(B)\propto p(B)\,\frac{w}{g},\qquad g=\frac{h\nu}{\mu_BB}.
\tag{7}
\]

The thermal population difference, as a fraction of the spins, is \(\tanh(h\nu/2k_BT)\). At fixed frequency it is the same for every orientation and does not alter the shape.

The factor \(w/g\) is smooth, positive and finite throughout the pattern. The step therefore remains at \(B_\parallel\) and the singularity at \(B_\perp\). Their relative weights change by

\[
\frac{(w/g)_\parallel}{(w/g)_\perp}
=\frac{g_\perp^2/(4g_\parallel)}{(g_\perp^2+g_\parallel^2)/(8g_\perp)}
=\frac{2g_\perp^3}{g_\parallel(g_\perp^2+g_\parallel^2)} .
\]

## (f) What remains of the two features when each line has a finite width?

**Question.** Give each centre a Gaussian line of standard deviation \(\sigma\ll\Delta B\) in field, for small anisotropy and \(B_\parallel>B_\perp\).

**Solution.** Near \(B_\perp\), let \(y=B-B_\perp\). Convolving (5) with the Gaussian and scaling \(x=\sigma\xi\), \(y=\sigma t\) gives

\[
\int_0^\infty\frac{C}{\sqrt x}\,\frac{e^{-(y-x)^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx
=\frac{C}{\sqrt\sigma}\int_0^\infty\frac{e^{-(t-\xi)^2/2}}{\sqrt{2\pi\xi}}\,d\xi .
\]

The last integral depends on \(t\) alone, and its maximum, found numerically, is at \(t=0.765\). The singularity becomes a peak whose height falls as \(\sigma^{-1/2}\), displaced by \(0.765\,\sigma\) into the pattern. The displacement is inward because there are no centres on the other side.

Near \(B_\parallel\), let \(y=B-B_\parallel\), let \(G\) be the normalized Gaussian, and expand the density inside the pattern as \(p_0+p_1x+\tfrac12p_2x^2\) for \(x<0\). Differentiating the convolution twice, with integration by parts each time, gives

\[
S''(y)=\frac{p_0\,y}{\sigma^2}G(y)-p_1G(y)+p_2\int_{-\infty}^0G(y-x)\,dx .
\]

Within the broadened step, the descent is steepest where \(S''=0\). For small \(y\) the integral is 1/2 and \(G\approx1/(\sigma\sqrt{2\pi})\). From (6), \(p_1/p_0=-1/(2\Delta B)\) and \(p_2/p_0=3/(4\Delta B^2)\). Hence

\[
y\approx-\frac{\sigma^2}{2\Delta B}-\frac{3\sqrt{2\pi}}{8}\,\frac{\sigma^3}{\Delta B^2}.
\tag{8}
\]

This displacement is of second order in \(\sigma\), against first order for the peak. In a spectrum recorded as \(dA/dB\), the peak appears as a zero crossing and the broadened step as a separate extremum, weaker than the one on the inner flank of the peak. The extremum at the step marks \(B_\parallel\) more faithfully than the zero crossing marks \(B_\perp\). Numerically, the separate extremum at the step disappears between \(\sigma=0.2\,\Delta B\) and \(\sigma=0.3\,\Delta B\). The expansion (8) loses accuracy before that: at \(\sigma=0.2\,\Delta B\) it gives a displacement about a quarter too small.

## (g) Put in numbers for silicon, and judge the model.

**Question.** Use the round values \(g_\parallel=2.002\), \(g_\perp=2.008\) and \(\nu=9.5\) GHz.

**Solution.** The perpendicular field is \(B_\perp=338.025\) mT. Since \(gB\) is the same at all orientations,

\[
B_\parallel=\frac{2.008}{2.002}\times338.025\ \text{mT}=339.038\ \text{mT},\qquad \Delta B=1.013\ \text{mT}.
\]

The density at the step, from (4), is

\[
p(B_\parallel)=\frac{338.025^2}{339.038\,(339.038^2-338.025^2)}\approx0.491\ \text{mT}^{-1},
\]

while the small-anisotropy estimate \(1/(2\Delta B)\) gives 0.494 mT\(^{-1}\). The density grows towards the perpendicular end:

- \(\theta=30^\circ\): \(B=338.784\) mT, \(p=0.569\) mT\(^{-1}\)
- \(\theta=60^\circ\): \(B=338.277\) mT, \(p=0.989\) mT\(^{-1}\)
- \(\theta=80^\circ\): \(B=338.055\) mT, \(p=2.854\) mT\(^{-1}\)

The tenth of the width next to \(B_\perp\) holds 31.7 % of the centres, close to \(\sqrt{0.1}\) from (6). The tenth next to \(B_\parallel\) holds 5.1 %, close to \(1-\sqrt{0.9}\). The intensity factor of part (e) favours the parallel end by only 0.6 %.

**Broadening.** Take a residual width of 0.10 mT and a spread of 0.0006 in g, called g strain, both rough. The strain corresponds to \(338.025\times0.0006/2.008=0.101\) mT. Adding the two independent Gaussian widths in quadrature gives \(\sigma=0.142\) mT, applied uniformly over the pattern, although real strain depends on orientation. The peak moves by \(0.765\times0.142=0.109\) mT to 338.13 mT. Reading g directly from it would give 2.0074 instead of 2.008, an error of about 11 % of \(g_\perp-g_\parallel\). The steepest descent within the step lies only 0.014 mT below \(B_\parallel\) in the full numerical pattern; (8) gives 0.013 mT.

A higher frequency stretches the pattern in proportion to \(\nu\), but it stretches the strain width equally. With the g values, strain and residual width held fixed, \(\Delta B/\sigma\) rises from 7.1 at 9.5 GHz to 10.0 at 95 GHz. There it has practically reached its strain limit, about \((g_\perp-g_\parallel)/0.0006=10\). With the strain applied uniformly, a still higher frequency brings almost no further resolution. This limit depends on that assumption: if the strain lies only in \(g_\perp\), the step at \(B_\parallel\) keeps the residual width and continues to sharpen relative to \(\Delta B\) as the frequency rises.

**Nuclear spins.** About 4.7 % of silicon nuclei are silicon-29, with spin 1/2. To first order, such a nucleus splits a line into two, displaced by half the hyperfine splitting to either side. For the central atom, rough splittings of 15 mT (parallel) and 9 mT (perpendicular) put these satellites 7.5 and 4.5 mT away, well outside the 1.013 mT pattern. They remove a few per cent of its intensity without reshaping the rest. Nearby atoms give smaller splittings. The relevant ones are three second neighbours, joined to the bonded neighbours by bonds parallel to the orbital axis; the isotropic splitting on the three bonded atoms themselves is much smaller. For three such sites, \(1-0.953^3=13.4\) % of the centres have at least one silicon-29 among them. A rough splitting of 1.5 mT displaces their lines by 0.75 mT, less than the pattern width, so about a third of this intensity, some 4 % of all centres, falls inside the pattern. At \(\sigma=0.142\) mT the effect on the two features is small: the peak moves by about 0.002 mT and the steepest descent within the step by less.

**The real case.** The chosen g values are typical of dangling bonds at the interface between silicon and its oxide. A device on a single-crystal wafer breaks the assumption of random axes: the bonds point along a few crystal directions and give a few discrete lines instead of a powder pattern. Directions that make the same angle with the field share one line. If all axes were along the wafer normal, turning the field from the normal into the plane would move one line from 339.04 to 338.03 mT, the full width of the powder pattern. Even in a powder, local distortion can make the two perpendicular g values unequal. A difference of 0.001, again a rough figure, splits the perpendicular edge by 0.168 mT, slightly more than \(\sigma\). The position of the low-field feature is therefore uncertain by one or two tenths of a millitesla unless broadening and unequal g values are included in the analysis. The remaining values are in the numerical output.

## Computed results

```
g parallel, g perpendicular (input): 2.002, 2.008
microwave frequency (input): 9.5 GHz
field of singularity, B_perp: 338.025 mT
field of finite edge, B_par: 339.038 mT
pattern width: 1.013 mT
density at finite edge: 0.4913 per mT
estimate 1/(2 width): 0.4936 per mT
singularity coefficient C: 0.4979 mT^(-1/2)
angle 0 deg: g = 2.00200, B = 339.038 mT, density = 0.4913 per mT
angle 30 deg: g = 2.00350, B = 338.784 mT, density = 0.5686 per mT
angle 60 deg: g = 2.00650, B = 338.277 mT, density = 0.9893 per mT
angle 80 deg: g = 2.00782, B = 338.055 mT, density = 2.8543 per mT
centres in tenth of width next to B_perp: 31.7 %
centres in tenth of width next to B_par: 5.1 %
intensity factor w/g, B_par over B_perp: 1.0060
residual Gaussian sigma (rough input): 0.10 mT
g strain sigma (rough input): 0.0006
g strain as field sigma at B_perp: 0.101 mT
total Gaussian sigma: 0.142 mT
universal peak displacement: 0.765 sigma
example peak displacement: 0.765 sigma = 0.109 mT
broadened peak field: 338.133 mT
g read naively from that peak: 2.00735
broadened peak height (unit area): 1.346 per mT
steepest descent relative to B_par: -0.0141 mT
width/sigma at 9.5 GHz: 7.13
pattern width at 95 GHz: 10.13 mT
total sigma at 95 GHz: 1.015 mT
width/sigma at 95 GHz: 9.98
strain limit (gperp-gpar)/strain: 10.00
perpendicular g difference (rough input): 0.001
resulting split of perpendicular edge: 0.168 mT
silicon-29 fraction (rough input): 4.7 %
central-atom splittings par, perp (rough input): 15.0, 9.0 mT
central-atom satellite offsets par, perp: 7.50, 4.50 mT
neighbour splitting (rough input): 1.5 mT
neighbour satellite offset: 0.75 mT
centres with a silicon-29 among 3 neighbours: 13.4 %
spin polarization at 300 K: 7.60e-04
```
